# Becke's fuzzy cells: iterated polynomial, contact at nuclei, atomic size adjustment: a program that tests the result

```python
"""Becke fuzzy cells: result under test.

p(x) = 3x/2 - x^3/2, f_k = p applied k times, s_k = (1 - f_k)/2.
1 - f_k(x) vanishes at x = 1 as (3/2)^(2^k - 1) (1 - x)^(2^k).
mu_ij = (r_i - r_j)/R_ij       r_i: distance to nucleus i, R_ij: separation
nu_ij = mu_ij + a_ij (1 - mu_ij^2),  a = u/(u^2 - 1), u = (chi - 1)/(chi + 1)
chi = radius_i/radius_j, |a| limited to 1/2.
P_i = product over j of s_k(nu_ij),  weight w_i = P_i / sum P.
The weight of atom i near another nucleus j vanishes as r_j^(2^k), and the
face between two atoms cuts their axis at r_i/r_j = chi.
Lengths are in bohr.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq

mp.mp.dps = 110
NAMES = "ABC"
CENTRES = np.array([[0.0, 0.0, 0.0], [2.0, 0.0, 0.0], [0.0, 2.0, 0.0]])
RADII = np.array([1.2, 1.0, 0.6])
# model density shells: (atom index, electrons, exponent in 1/bohr)
SHELLS = [(0, 2, 6.0), (0, 6, 2.0), (1, 2, 5.0), (1, 4, 1.5), (2, 1, 1.0)]
EXACT_ELECTRONS = sum(shell[1] for shell in SHELLS)


def iterate(x, k):
    for _ in range(k):
        x = 1.5 * x - 0.5 * x * x * x
    return x


def raw_shift(chi):
    u = (chi - 1) / (chi + 1)
    return u / (u * u - 1)


def size_shifts(radii):
    return np.clip(raw_shift(radii[:, None] / radii[None, :]), -0.5, 0.5)


def cell_products(points, centres, shifts, k):
    dist = np.stack([np.linalg.norm(points - c, axis=1) for c in centres], 1)
    products = np.ones_like(dist)
    for i in range(len(centres)):
        for j in range(len(centres)):
            if i != j:
                sep = np.linalg.norm(centres[i] - centres[j])
                mu = (dist[:, i] - dist[:, j]) / sep
                nu = mu + shifts[i, j] * (1 - mu * mu)
                products[:, i] *= 0.5 * (1 - iterate(nu, k))
    return products


def cell_weights(points, centres, shifts, k):
    products = cell_products(points, centres, shifts, k)
    return products / products.sum(axis=1, keepdims=True)


SHIFTS = size_shifts(RADII)
NO_SHIFTS = np.zeros((3, 3))

# --- the lowest odd polynomial with value 1 and slope 0 at x = 1
c1, c3, t = sp.symbols("c1 c3 t")
coef = sp.solve([c1 + c3 - 1, c1 + 3 * c3], [c1, c3])
assert abs(float(coef[c1] + coef[c3] / 8) * 0.5 - 0.0) > 0
for x in (0.2, 0.7):
    assert abs(float(coef[c1]) * x + float(coef[c3]) * x**3
               - iterate(x, 1)) < 1e-14


# --- exact order of the zero of 1 - f_k(nu) at mu = 1 - t
def contact(k, a):
    mu_poly = sp.Poly(1 - t, t, domain="QQ")
    one = sp.Poly(1, t, domain="QQ")
    f = mu_poly + (one - mu_poly * mu_poly).mul_ground(a)
    for _ in range(k):
        f = (f.mul_ground(sp.Rational(3, 2))
             - (f * f * f).mul_ground(sp.Rational(1, 2)))
    gap = one - f
    order = min(m[0] for m in gap.monoms())
    return order, gap.nth(order)


contact_table = []
for k in range(5):
    order, lead = contact(k, sp.Integer(0))
    assert order == 2**k
    assert lead == sp.Rational(3, 2)**(2**k - 1)
    step = 1e-5
    slope = (iterate(step, k) - iterate(-step, k)) / (2 * step)
    assert abs(slope - 1.5**k) < 1e-7
    contact_table.append((k, order, float(lead), slope))
for a in (sp.Rational(1, 4), sp.Rational(-1, 2)):
    order, lead = contact(3, a)
    assert order == 8 and lead == sp.Rational(3, 2)**7 * (1 - 2 * a)**8
limit_order, limit_lead = contact(3, sp.Rational(1, 2))
assert limit_order == 16
assert limit_lead == sp.Rational(3, 2)**7 / 2**8
# many iterations give a sharp step
assert abs(iterate(0.01, 40) - 1) < 1e-12
assert abs(iterate(-0.01, 40) + 1) < 1e-12


# --- behaviour in space near a foreign nucleus, in high precision
MP_CENTRES = [[mp.mpf(float(v)) for v in c] for c in CENTRES]


def mp_distance(p, q):
    return mp.sqrt(sum((x - y)**2 for x, y in zip(p, q)))


def mp_factor(mu, i, j, k):
    nu = mu + mp.mpf(float(SHIFTS[i, j])) * (1 - mu * mu)
    return (1 - iterate(nu, k)) / 2


def mp_weight(i, point, k):
    d = [mp_distance(point, c) for c in MP_CENTRES]
    products = []
    for m in range(3):
        value = mp.mpf(1)
        for n in range(3):
            if n != m:
                sep = mp_distance(MP_CENTRES[m], MP_CENTRES[n])
                value *= mp_factor((d[m] - d[n]) / sep, m, n, k)
        products.append(value)
    return products[i] / sum(products)


def leading_weight(i, j, direction, eps, k):
    other = 3 - i - j
    ci, cj, co = MP_CENTRES[i], MP_CENTRES[j], MP_CENTRES[other]
    sep = mp_distance(ci, cj)
    cosine = sum(n * (y - x) for n, x, y in zip(direction, ci, cj)) / sep
    small = (1 - 2 * mp.mpf(float(SHIFTS[i, j]))) * eps * (1 - cosine) / sep
    spectator = mp_factor((sep - mp_distance(co, cj)) / mp_distance(ci, co),
                          i, other, k)
    return mp.mpf(3) / 2 * small**(2**k) * (mp.mpf(3) / 2)**(2**k - 2) \
        / 2 * spectator


eps = mp.mpf(10)**-8
forward = [mp.mpf(3) / 5, mp.mpf(0), mp.mpf(4) / 5]
backward = [-v for v in forward]
space_orders = []
for k in range(4):
    for i, j in ((0, 1), (2, 1), (1, 0)):
        for direction in (forward, backward):
            near = [c + eps * n for c, n in zip(MP_CENTRES[j], direction)]
            far = [c + 2 * eps * n for c, n in zip(MP_CENTRES[j], direction)]
            w_near, w_far = mp_weight(i, near, k), mp_weight(i, far, k)
            exponent = float(mp.log(w_far / w_near, 2))
            assert abs(exponent - 2**k) < 1e-5
            ratio = w_near / leading_weight(i, j, direction, eps, k)
            assert abs(ratio - 1) < 1e-5
            if (i, j) == (0, 1) and direction is forward:
                space_orders.append(exponent)
behind_B = np.array([[2.5, 0.0, 0.0]])
assert cell_weights(behind_B, CENTRES, SHIFTS, 3)[0, 0] < 1e-14

# --- position of the face between two atoms, found from the weights
pair = np.array([[0.0, 0.0, 0.0], [2.0, 0.0, 0.0]])


def face_ratio(chi):
    shifts = size_shifts(np.array([chi, 1.0]))

    def excess(x):
        point = np.array([[x, 0.0, 0.0]])
        return cell_weights(point, pair, shifts, 3)[0, 0] - 0.5
    x = brentq(excess, 0.02, 1.98, xtol=1e-13)
    return x / (2.0 - x)


for chi in (0.5, 0.8, 1.0, 1.2, 2.0, 2.4):
    assert abs(face_ratio(chi) - chi) < 1e-9
chi_limit = brentq(lambda c: raw_shift(c) + 0.5, 1.1, 5.0, xtol=1e-13)
assert abs(chi_limit - (1 + np.sqrt(2))) < 1e-10
face_at_3 = face_ratio(3.0)
assert abs(face_at_3 - chi_limit) < 1e-9
mu_line = np.linspace(-1, 1, 4001)
for a, monotone in ((0.5, True), (-0.5, True), (0.55, False), (-0.55, False)):
    nu_line = mu_line + a * (1 - mu_line**2)
    assert bool(np.all(np.diff(nu_line) > 0)) == monotone

# --- complementarity of an adjusted pair and the bound on the normalizer
rng = np.random.default_rng(5)
cloud = rng.normal(size=(4000, 3)) * 2.0
pair_sum = cell_products(cloud, pair, size_shifts(np.array([1.7, 1.0])), 3)
assert np.max(np.abs(pair_sum.sum(axis=1) - 1)) < 1e-12
lower_bound = (0.5 * (1 - iterate(0.5, 3)))**3
for _ in range(10):
    nuclei = rng.normal(size=(4, 3)) * 2.0
    radii = rng.uniform(0.2, 3.0, size=4)
    total = cell_products(cloud, nuclei, size_shifts(radii), 3).sum(axis=1)
    assert total.min() >= lower_bound


# --- integration of the model density on atom-centred grids
def density(points):
    value = np.zeros(len(points))
    for atom, electrons, zeta in SHELLS:
        r = np.linalg.norm(points - CENTRES[atom], axis=1)
        value += electrons * zeta**3 / np.pi * np.exp(-2 * zeta * r)
    return value


def cell_charges(n_rad, n_theta, k, shifts):
    x, wx = np.polynomial.legendre.leggauss(n_rad)
    r = (1 + x) / (1 - x)
    w_rad = wx * 2 / (1 - x)**2 * r**2
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    n_phi = 2 * n_theta
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    sine = np.sqrt(1 - c * c)
    rays = np.stack([np.outer(sine, np.cos(phi)).ravel(),
                     np.outer(sine, np.sin(phi)).ravel(),
                     np.repeat(c, n_phi)], axis=1)
    w_ang = np.repeat(wc, n_phi) * 2 * np.pi / n_phi
    w_grid = np.outer(w_rad, w_ang).ravel()
    offsets = (r[:, None, None] * rays[None, :, :]).reshape(-1, 3)
    charges = []
    for i, centre in enumerate(CENTRES):
        points = centre + offsets
        w_cell = cell_weights(points, CENTRES, shifts, k)[:, i]
        charges.append(np.sum(w_grid * w_cell * density(points)))
    return np.array(charges)


SWEEP_RAD, SWEEP_THETA = 50, (20, 24, 28)
rms_errors = []
for k in range(6):
    errors = [cell_charges(SWEEP_RAD, n, k, NO_SHIFTS).sum() - EXACT_ELECTRONS
              for n in SWEEP_THETA]
    rms_errors.append(np.sqrt(np.mean(np.square(errors))))
assert rms_errors[3] < rms_errors[0]

FINE_RAD, FINE_THETA = 80, 40
plain = cell_charges(FINE_RAD, FINE_THETA, 3, NO_SHIFTS)
adjusted = cell_charges(FINE_RAD, FINE_THETA, 3, SHIFTS)
for charges, shifts in ((plain, NO_SHIFTS), (adjusted, SHIFTS)):
    assert abs(charges.sum() - EXACT_ELECTRONS) < 1e-3
    finer = cell_charges(90, 48, 3, shifts)
    assert np.max(np.abs(finer - charges)) < 1e-3
assert adjusted[2] < plain[2]

# --- printed results
print("Contact at x=1 (dimensionless): k, order, coefficient, slope at 0")
for k, order, lead, slope in contact_table:
    print(f"  k={k}  order={order:2d}  coeff={lead:.5g}  slope={slope:.4f}")
print("Measured power of r_B in weight of A near nucleus B:")
print("  k=0..3: " + ", ".join(f"{v:.5f}" for v in space_orders))
print(f"Order for k=3 at limit a=+1/2: {limit_order}, "
      f"coeff {float(limit_lead):.5f}")
print(f"Largest chi with a monotone map: {chi_limit:.6f}")
print(f"Face ratio r_i/r_j when chi=3 is requested: {face_at_3:.6f}")
for i in range(3):
    print(f"Atom {NAMES[i]}: position {CENTRES[i].tolist()} bohr, "
          f"radius {RADII[i]:.1f} bohr")
for atom, electrons, zeta in SHELLS:
    print(f"  shell on {NAMES[atom]}: {electrons} electrons, "
          f"exponent {zeta:.1f} 1/bohr")
sample = np.array([[0.8, 0.6, 0.0]])
sample_dist = np.linalg.norm(sample - CENTRES, axis=1)
print(f"Sample point {sample[0].tolist()} bohr; distances to A,B,C (bohr): "
      + ", ".join(f"{d:.5f}" for d in sample_dist))
for i, j in ((0, 1), (0, 2), (1, 2)):
    sep = np.linalg.norm(CENTRES[i] - CENTRES[j])
    mu = (sample_dist[i] - sample_dist[j]) / sep
    chi = RADII[i] / RADII[j]
    nu = mu + SHIFTS[i, j] * (1 - mu * mu)
    f = [iterate(nu, k) for k in (1, 2, 3)]
    print(f"Pair {NAMES[i]}{NAMES[j]}: R={sep:.5f} bohr, chi={chi:.5f}, "
          f"u={(chi - 1) / (chi + 1):.5f}, a={SHIFTS[i, j]:.5f}")
    print(f"  mu={mu:.5f} nu={nu:.5f} f1={f[0]:.5f} f2={f[1]:.5f} "
          f"f3={f[2]:.5f} s={(1 - f[2]) / 2:.5f}")
for label, shifts in (("plain", NO_SHIFTS), ("adjusted", SHIFTS)):
    prod = cell_products(sample, CENTRES, shifts, 3)[0]
    print(f"Sample {label}: P_A,P_B,P_C = "
          + ", ".join(f"{v:.5f}" for v in prod) + f"; sum {prod.sum():.5f}")
    print("  weights w_A,w_B,w_C = "
          + ", ".join(f"{v:.5f}" for v in prod / prod.sum()))
print(f"Sweep grids: {SWEEP_RAD} radial, polar {SWEEP_THETA}, "
      "azimuthal = 2 x polar")
print("RMS error of electron count (electrons), no size adjustment:")
for k, error in enumerate(rms_errors):
    print(f"  k={k}: {error:.2e}")
print(f"Fine grid: {FINE_RAD} radial x {FINE_THETA} polar x "
      f"{2 * FINE_THETA} azimuthal per atom, k=3")
for label, charges in (("plain", plain), ("adjusted", adjusted)):
    print(f"Cell charges {label} A,B,C (electrons): "
          + ", ".join(f"{q:.3f}" for q in charges))
    print(f"  total {charges.sum():.6f}, error "
          f"{charges.sum() - EXACT_ELECTRONS:.1e} electrons")
print(f"Exact total: {EXACT_ELECTRONS} electrons")
print("PASS")
```

Output:

```
Contact at x=1 (dimensionless): k, order, coefficient, slope at 0
  k=0  order= 1  coeff=1  slope=1.0000
  k=1  order= 2  coeff=1.5  slope=1.5000
  k=2  order= 4  coeff=3.375  slope=2.2500
  k=3  order= 8  coeff=17.086  slope=3.3750
  k=4  order=16  coeff=437.89  slope=5.0625
Measured power of r_B in weight of A near nucleus B:
  k=0..3: 1.00000, 2.00000, 4.00000, 8.00000
Order for k=3 at limit a=+1/2: 16, coeff 0.06674
Largest chi with a monotone map: 2.414214
Face ratio r_i/r_j when chi=3 is requested: 2.414214
Atom A: position [0.0, 0.0, 0.0] bohr, radius 1.2 bohr
Atom B: position [2.0, 0.0, 0.0] bohr, radius 1.0 bohr
Atom C: position [0.0, 2.0, 0.0] bohr, radius 0.6 bohr
  shell on A: 2 electrons, exponent 6.0 1/bohr
  shell on A: 6 electrons, exponent 2.0 1/bohr
  shell on B: 2 electrons, exponent 5.0 1/bohr
  shell on B: 4 electrons, exponent 1.5 1/bohr
  shell on C: 1 electrons, exponent 1.0 1/bohr
Sample point [0.8, 0.6, 0.0] bohr; distances to A,B,C (bohr): 1.00000, 1.34164, 1.61245
Pair AB: R=2.00000 bohr, chi=1.20000, u=0.09091, a=-0.09167
  mu=-0.17082 nu=-0.25981 f1=-0.38095 f2=-0.54378 f3=-0.73528 s=0.86764
Pair AC: R=2.00000 bohr, chi=2.00000, u=0.33333, a=-0.37500
  mu=-0.30623 nu=-0.64606 f1=-0.83426 f2=-0.96107 f3=-0.99776 s=0.99888
Pair BC: R=2.82843 bohr, chi=1.66667, u=0.25000, a=-0.26667
  mu=-0.09575 nu=-0.35997 f1=-0.51663 f2=-0.70600 f3=-0.88305 s=0.94153
Sample plain: P_A,P_B,P_C = 0.69513, 0.15359, 0.03185; sum 0.88058
  weights w_A,w_B,w_C = 0.78940, 0.17443, 0.03617
Sample adjusted: P_A,P_B,P_C = 0.86666, 0.12462, 0.00007; sum 0.99135
  weights w_A,w_B,w_C = 0.87422, 0.12571, 0.00007
Sweep grids: 50 radial, polar (20, 24, 28), azimuthal = 2 x polar
RMS error of electron count (electrons), no size adjustment:
  k=0: 1.70e-03
  k=1: 4.11e-04
  k=2: 4.20e-05
  k=3: 1.28e-06
  k=4: 1.09e-06
  k=5: 1.99e-05
Fine grid: 80 radial x 40 polar x 80 azimuthal per atom, k=3
Cell charges plain A,B,C (electrons): 7.970, 5.911, 1.119
  total 15.000000, error -2.6e-08 electrons
Cell charges adjusted A,B,C (electrons): 8.450, 5.820, 0.730
  total 15.000000, error -4.1e-08 electrons
Exact total: 15 electrons
PASS
```
